\section*{Gas solubility in a glass with Gaussian interstitial-site energies}

\section{A positive site energy and a negative solution enthalpy}

Consider a model of O$_2$ dissolved in silica at 1273 K under 1 atm (760 Torr) of O$_2$. The interstitial sites have a mean energy of $+0.05$ eV relative to a molecule at rest in the gas. If every site had this energy, the apparent solution enthalpy would be $+0.105$ eV. If the site energies scatter about the same mean with a standard deviation of 0.15 eV, the apparent enthalpy is $-0.100$ eV, and the glass holds 2.55 times as much gas. The mean site has not changed. Why does a symmetric scatter change both the amount dissolved and the sign of the enthalpy?

Let $N_s$ be the number of sites per volume, $n$ the number of dissolved molecules per volume, $p$ the gas pressure and $\beta=1/(k_BT)$. The site energy $E$ is the potential minimum in the site, and its distribution is
\begin{equation}
g(E)=\frac{1}{\sqrt{2\pi}\,s}\exp\!\left[-\frac{(E-E_0)^2}{2s^2}\right].
\label{eq:g}
\end{equation}
The mean $E_0$ and standard deviation $s$ belong to a frozen structure and do not depend on temperature. A site holds at most one molecule, and molecules in different sites do not interact. The apparent enthalpy is defined from the solubility $n/p$:
\begin{equation}
H=-\frac{d\ln(n/p)}{d\beta}.
\label{eq:H}
\end{equation}
The result, for dilute filling and relative to the same glass with $s=0$, is
\begin{equation}
F=\frac{n}{n_{s=0}}=e^{s^2\beta^2/2},\qquad H_{s=0}-H=s^2\beta=\frac{s^2}{k_BT}.
\label{eq:result}
\end{equation}

\section{First derivation: each site in contact with the gas}

\subsection{Filling of one site}

The ideal gas has chemical potential
\begin{equation}
\mu=k_BT\ln\frac{p\lambda^3}{k_BT},\qquad \lambda=\frac{h}{\sqrt{2\pi Mk_BT}},
\label{eq:mu}
\end{equation}
where $M$ is the molecular mass. Rotation, internal vibration and electron spin are taken to be the same in gas and glass, so their factors cancel and are omitted on both sides. In a site the centre of mass vibrates in three directions with angular frequency $\omega$. For $\hbar\omega\ll k_BT$ each direction contributes the classical factor $k_BT/\hbar\omega$, so the vibrational factor is $q=(k_BT/\hbar\omega)^3$, the same for all sites.

An empty site has statistical weight 1 and a filled one has weight $a=q\,e^{\beta(\mu-E)}$. With (\ref{eq:mu}),
\begin{equation}
a(E)=z\,e^{-\beta E},\qquad z=\frac{p\lambda^3}{k_BT}\left(\frac{k_BT}{\hbar\omega}\right)^3,
\label{eq:z}
\end{equation}
and the probability that the site is filled is $\theta(E)=a/(1+a)$. If $a\ll1$ in all sites that contribute appreciably, $\theta\approx a$.

\subsection{Average over the sites}

Write $E=E_0+su$, where $u$ has a standard normal distribution, and let $x=s\beta$. The dilute mean occupancy is
\begin{equation}
\theta_B=z\,e^{-\beta E_0}\int_{-\infty}^{\infty}\frac{e^{-u^2/2-xu}}{\sqrt{2\pi}}\,du .
\end{equation}
Since $-u^2/2-xu=-(u+x)^2/2+x^2/2$, the integral is $e^{x^2/2}$ times a normalized Gaussian integral. Therefore
\begin{equation}
n=N_s\theta_B=N_s z\,e^{-\beta E_0}e^{s^2\beta^2/2}.
\label{eq:n}
\end{equation}
Setting $s=0$ removes the last factor, which is thus $F$. A site below the mean gains more Boltzmann weight than an equally distant site above it loses, so a symmetric scatter raises the average.

The completed square also gives the energies of the filled sites. Their distribution is proportional to $e^{-(u+x)^2/2}$, a Gaussian of unchanged width $s$ centred at
\begin{equation}
\langle E\rangle_{\rm filled}=E_0-s^2\beta .
\label{eq:filled}
\end{equation}

\subsection{Enthalpy}

In $z/p$ the factor $\lambda^3$ varies as $\beta^{3/2}$, $1/k_BT$ as $\beta$, and $(k_BT)^3$ as $\beta^{-3}$. Their product varies as $\beta^{-1/2}$, so
\begin{equation}
\ln\frac np=\text{const}-\tfrac12\ln\beta-\beta E_0+\tfrac12s^2\beta^2 .
\end{equation}
Applying (\ref{eq:H}) gives
\begin{equation}
H=E_0+\tfrac12k_BT-\frac{s^2}{k_BT}.
\label{eq:Hfull}
\end{equation}
If solubility is instead defined as the ratio of $n$ to the gas density $p/k_BT$, it gains a factor $1/\beta$ and $H$ gains $k_BT$. The disorder term is the same in both conventions.

\section{Second derivation: energy against entropy at fixed content}

Now fix the number of dissolved molecules and ask how they share out the sites. Deep sites lower the energy, but they are few, and crowding the molecules into them costs entropy.

\subsection{Free energy of a given distribution}

Let a fraction $f(E)\,dE$ of the molecules occupy sites with energies in $dE$, with $\int f\,dE=1$. Consider one energy class with $M_i$ sites and $n_i$ molecules, where $1\ll n_i\ll M_i$. The number of arrangements is $W_i=M_i!/[n_i!(M_i-n_i)!]$, and Stirling's formula gives
\begin{align}
\ln W_i&\approx -n_i\ln\frac{n_i}{M_i}-(M_i-n_i)\ln\!\left(1-\frac{n_i}{M_i}\right)\nonumber\\
&\approx -n_i\ln\frac{n_i}{M_i}+n_i .
\end{align}
The second line uses $\ln(1-y)\approx-y$. Per volume, $n_i=nf\,dE$ and $M_i=N_sg\,dE$. Adding the site energies, the vibrational term $-k_BT\ln q$ per molecule and the entropy term $-k_BT\ln W_i$, the free energy per volume is
\begin{align}
A&=n\left[k_BT\ln\frac{n}{N_sq}-k_BT+E_0+J\right],\label{eq:A}\\
J&=\int f\left[(E-E_0)+k_BT\ln\frac fg\right]dE .
\label{eq:J}
\end{align}
All the disorder is in $J$, which equilibrium among the sites minimizes.

\subsection{The best distribution}

Let the trial distribution $f$ have mean $E_0-m$, and let $g_m$ be the Gaussian of width $s$ centred at that mean. Then
\begin{align}
\ln\frac{g_m}{g}&=\frac{(E-E_0)^2-(E-E_0+m)^2}{2s^2}\nonumber\\
&=\frac{-2m(E-E_0)-m^2}{2s^2}.
\end{align}
This is linear in $E$, so its average over $f$ needs the mean of $f$ alone: it is $(2m^2-m^2)/2s^2=m^2/2s^2$. Splitting $\ln(f/g)=\ln(f/g_m)+\ln(g_m/g)$ gives
\begin{equation}
J=-m+k_BT\left[\frac{m^2}{2s^2}+\int f\ln\frac f{g_m}\,dE\right].
\label{eq:Jm}
\end{equation}
The last integral is not negative. Because $\ln y\le y-1$,
\begin{equation}
\int f\ln\frac{g_m}{f}\,dE\le\int(g_m-f)\,dE=0 ,
\end{equation}
with equality for $f=g_m$. For a given mean, the best distribution is therefore the displaced Gaussian, and what remains is $J(m)=-m+k_BTm^2/2s^2$. Setting $dJ/dm=-1+k_BTm/s^2$ to zero gives
\begin{equation}
m=\frac{s^2}{k_BT},\qquad J_{\min}=-\frac{s^2}{k_BT}+\frac{s^2}{2k_BT}=-\frac{s^2}{2k_BT}.
\label{eq:Jmin}
\end{equation}
The energy gained per molecule is $s^2/k_BT$, and half of it is paid back as entropy.

\subsection{Equilibrium with the gas}

Since $J_{\min}$ does not depend on $n$, the chemical potential in the glass is
\begin{equation}
\frac{\partial A}{\partial n}=k_BT\ln\frac{n}{N_sq}+E_0-\frac{s^2}{2k_BT}.
\end{equation}
Equating this to (\ref{eq:mu}) and solving for $n$ reproduces (\ref{eq:n}), including $F=e^{-\beta J_{\min}}=e^{s^2\beta^2/2}$.

The enthalpy follows from an energy balance. A dissolved molecule has mean energy $E_0-m+3k_BT$, where $3k_BT$ is the energy of three classical oscillators. A gas molecule has translational enthalpy $\tfrac52k_BT$. The difference is $E_0+\tfrac12k_BT-s^2/k_BT$, in agreement with (\ref{eq:Hfull}). The lowering of $H$ is thus the mean depth, below $E_0$, of the sites in use.

\section{What each derivation assumes}

Both derivations use independent sites, a Gaussian distribution and vibrations that do not depend on site energy. They differ in three respects.

The first keeps $\theta=a/(1+a)$ until the dilute limit is taken, so it can supply the error of that limit. The second assumes rare molecules from the start, in each energy class that matters.

The first needs exchange with a gas of known pressure. The second needs equilibrium among the sites, and the gas enters at the end. If a glass is cut off from the gas while its molecules can still hop between sites, the displaced Gaussian and (\ref{eq:Jmin}) still hold for its fixed content while the sites in use remain sparsely filled, but (\ref{eq:n}) no longer relates that content to the outside pressure. Strong cooling ends this, because the molecules then fill the few deep sites.

The first applies to any list of site energies, even a short one. The second counts large numbers of sites and molecules in each class, and in return it separates energy from entropy.

\subsection{Error of the dilute limit}

From $a-a/(1+a)=a^2/(1+a)\le a^2$, the dilute occupancy $\theta_B$ exceeds the full mean occupancy $\bar\theta$ by at most the average of $a^2$. That average follows from the Gaussian integral with $x$ replaced by $2x$:
\begin{equation}
\overline{a^2}=z^2e^{-2\beta E_0}e^{2x^2}=\theta_B^2e^{x^2}.
\end{equation}
Hence
\begin{equation}
0\le1-\frac{\bar\theta}{\theta_B}\le\theta_B\,e^{s^2\beta^2}.
\label{eq:bound}
\end{equation}
The right side is $\overline{a^2}/\overline a$, the dilute occupancy averaged over the sites that the molecules actually use. If this quantity is small, the dilute limit is safe; a small $\theta_B$ alone does not guarantee that.

\subsection{A finite sample of sites}

For $N$ independent sites, $F$ is estimated by the mean of $e^{-xu_i}$. One term has mean $e^{x^2/2}$ and mean square $e^{2x^2}$, hence variance $e^{2x^2}-e^{x^2}$. Dividing by $N$, taking the root and dividing by the mean gives the relative scatter
\begin{equation}
\frac{\Delta F}{F}=\sqrt{\frac{e^{s^2\beta^2}-1}{N}} .
\end{equation}
With the example's value $e^{x^2}=6.49$ at 1273 K, a computer model with 500 sites has a scatter of $\sqrt{5.49/500}=10.5\,\%$. A set of 10\,000 randomly drawn models of this size gave 10.4\,\%.

\section{Oxygen in silica: the numbers}

The parameters are $N_s=10^{21}$ cm$^{-3}$, $E_0=0.05$ eV, $s=0.15$ eV and $\hbar\omega=6$ meV. At 1273 K, $k_BT=0.1097$ eV and $\lambda=0.00865$ nm. The gas density $p/k_BT$ is $5.77\times10^{-3}$ nm$^{-3}$, so
\begin{equation}
z=(5.77\times10^{-3})(0.00865)^3\left(\frac{0.1097}{0.006}\right)^3=2.28\times10^{-5}.
\end{equation}
With all sites at $E_0$, $n=N_sz\,e^{-0.05/0.1097}=1.45\times10^{16}$ cm$^{-3}$. The scatter has $x=0.15/0.1097=1.367$, which gives
\begin{align}
F&=e^{1.367^2/2}=2.55,\\
s^2/k_BT&=0.0225/0.1097=0.205\ \text{eV}.
\end{align}
The content rises to $3.68\times10^{16}$ cm$^{-3}$, and the enthalpy falls from $0.05+0.055=0.105$ eV to $-0.100$ eV. The filled sites have a mean energy of $-0.155$ eV, which explains the sign: the typical site repels the molecule slightly, but the typical molecule sits in an attractive site.

With the same parameters and pressure, three temperatures give the following, where $n$ is computed from the full occupancy $\theta(E)$ (the dilute formula gives 4.55 instead of 4.54 at 1073 K):
\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $F$ & $s^2/k_BT$ (eV) & $H$ (eV) & $n$ ($10^{16}$ cm$^{-3}$)\\
1073 & 3.73 & 0.243 & $-0.147$ & 4.54\\
1273 & 2.55 & 0.205 & $-0.100$ & 3.68\\
1473 & 2.01 & 0.177 & $-0.064$ & 3.33
\end{tabular}
\end{center}
As $T$ rises, the disorder matters less and $F$ tends to 1. By (\ref{eq:Hfull}), $H$ vanishes at $k_BT=-E_0+\sqrt{E_0^2+2s^2}$, where the solubility at fixed pressure has a minimum. All three temperatures lie below that point.

A straight line through $\ln F$ at inverse temperatures $\beta_1$ and $\beta_2$ has slope
\begin{equation}
\frac{s^2(\beta_1^2-\beta_2^2)}{2(\beta_1-\beta_2)}=\frac{s^2(\beta_1+\beta_2)}{2},
\end{equation}
which is 0.210 eV between 1073 and 1473 K. An Arrhenius line through the solubilities at these two temperatures thus gives a single enthalpy, 0.210 eV below that of the glass with $s=0$, although the table shows the local $H$ rising from $-0.147$ to $-0.064$ eV. The prefactor changes too. The tangent to $\ln F$ at $\beta$ meets the axis $\beta=0$ at $s^2\beta^2/2-s^2\beta^2=-s^2\beta^2/2$. At 1273 K the enthalpy term multiplies the solubility by $e^{x^2}=6.49$ and the prefactor multiplies it by $e^{-x^2/2}=0.393$; their product is 2.55. The reduced prefactor is the entropy cost found in the second derivation. Read as a site density, it would suggest too few sites.

\section{Where the result fails, and by how much}

\subsection{Saturation on cooling}

At 1273 K, $\theta_B=3.68\times10^{-5}$ and the bound (\ref{eq:bound}) is 0.0239\,\%. Numerical integration of $\theta(E)$ over the Gaussian gives an actual error of 0.0238\,\%, relative to $\theta_B$. At 1 atm this error reaches 10\,\% at 626 K. At 300 K the dilute formula gives a mean occupancy of 33, which is impossible, while the full integral gives 0.014. The deep sites are then full, and the formula keeps adding molecules to them. These are equilibrium values; slow diffusion may prevent a cold glass from reaching them.

\subsection{Shape of the distribution}

The remaining estimates are for 1273 K and change one assumption at a time. The molecules sit on average 1.37 standard deviations below the mean, so the low-energy tail matters. If the Gaussian is cut at $u=\pm c$ and renormalized, the same completed square gives
\begin{equation}
F_c=e^{x^2/2}\,\frac{\Phi(c+x)-\Phi(x-c)}{2\Phi(c)-1},
\end{equation}
where $\Phi$ is the cumulative normal distribution. For $c=3$, $F$ falls from 2.55 to 2.42, and the lowering $s\,d\ln F_c/dx$ falls from 0.205 to 0.188 eV.

A skewed distribution can be represented by a shifted gamma distribution, $u=(G-k)/\sqrt k$, where $G$ has shape $k$ and unit scale. Its skewness is $\gamma=2/\sqrt k$. From $\langle e^{-tG}\rangle=(1+t)^{-k}$ with $t=x/\sqrt k$,
\begin{equation}
\ln F=x\sqrt k-k\ln\!\left(1+\frac{x}{\sqrt k}\right),\quad
s\frac{d\ln F}{dx}=\frac{s^2\beta}{1+\gamma x/2}.
\end{equation}
For $\gamma=0.2$, with the longer tail towards high energy, $F=2.36$ and the lowering is 0.180 eV.

\subsection{Vibration, rotation and a changing structure}

A tight site may have both a higher energy and a stiffer cage. Let $\omega\propto e^{bu}$. Since $q\propto\omega^{-3}$, the average becomes that of $e^{-(x+3b)u}$, and
\begin{equation}
F=e^{(x+3b)^2/2},\qquad \frac{d\ln F}{d\beta}=s^2\beta+3bs .
\end{equation}
For $b=0.1$, about a 10\,\% rise in frequency per standard deviation of energy, $F$ rises to 4.02 and the lowering to 0.250 eV. Among the changes tried here, this one moves $F$ and the lowering most.

If the structure changes so that $s\propto T^\eta\propto\beta^{-\eta}$, then $ds/d\beta=-\eta s/\beta$ and
\begin{equation}
\frac{d}{d\beta}\frac{s^2\beta^2}{2}=s^2\beta+s\beta^2\frac{ds}{d\beta}=(1-\eta)s^2\beta .
\end{equation}
For $\eta=0.1$ and the same $s$ at 1273 K, $F$ is unchanged and the lowering is 0.185 eV.

Quantized cage vibrations reduce $n$ by 0.037\,\%, from a sum over oscillator levels. Hindered rotation matters more. For an orientation energy $V\sin^2\vartheta$ with $V=0.1$ eV, the classical average of its Boltzmann factor over directions multiplies $n$ by 0.566, and its thermal mean raises $H$ by 0.058 eV. If $V$ is the same in every site, $F$ and the lowering do not change.

\subsection{The model beside a real oxide}

Dry thermal oxidation of silicon uses O$_2$ near atmospheric pressure at roughly 1100 to 1500 K, and the oxide then holds very roughly some $10^{16}$ cm$^{-3}$ of dissolved O$_2$. The parameters were chosen to give that order of magnitude; they are not measured site properties, and agreement in $n$ does not confirm $s$. A negative $H$ does not by itself show a scatter either. The term $\tfrac12k_BT$ belongs to a harmonic cage, and with $\hbar\omega=6$ meV the root-mean-square excursion $\sqrt{3k_BT/M\omega^2}$ is 0.11 nm at 1273 K, where steeper walls are likely to be felt. For a cage potential $\propto r^m$ the accessible volume varies as $\beta^{-3/m}$, and the glass with $s=0$ has $H=E_0-k_BT+3k_BT/m$: $+0.105$ eV for $m=2$, $-0.019$ eV for $m=8$ and $-0.060$ eV for hard walls. If the cage is the same in all sites, $F$ and the lowering $s^2/k_BT$ are unchanged, but the change of sign in the example holds only for a nearly harmonic cage. A real oxide need not have cage vibrations independent of site energy. The value $b=0.1$, which moves the lowering from 0.205 to 0.250 eV, is an illustration and not an upper limit: each further 0.1 in $b$ adds $0.045$ eV, so $b=0.3$ would give 0.340 eV. Towards the upper end of the range silica can also flow, so a frozen structure is least secure there. The oxidation rate depends on diffusion and reaction as well as on solubility, and the same scatter of site energies also changes the diffusivity, so $F$ alone does not give the change of the rate. If all saddle points between sites lie at one energy, for example, the deep sites raise $n$ by $F$ but slow diffusion by the same factor, and the steady flux is unchanged.
